# Internal photoemission thresholds: full Fowler fit versus square-root extrapolation

Let a metal–semiconductor contact at temperature $T$ absorb photons of energy $h\nu$ in the metal, and let $Y$ be the number of electrons emitted into the semiconductor per absorbed photon. Near the threshold $\Phi$, in the model specified below,

$$h\nu\,Y=C\,(kT)^2F(x),\qquad x=\frac{h\nu-\Phi}{kT},\qquad F(x)=\int_0^\infty\ln\!\left(1+e^{x-y}\right)dy. \tag{1}$$

For noiseless data that obey (1), a straight line fitted to $\sqrt{h\nu Y}$ and extrapolated to zero gives a threshold that is too low at every $T>0$; effects outside (1), such as energy-dependent reflection at the interface, can offset or reverse this at low temperature. Well above threshold, the error of a tangent is

$$\Delta\Phi\simeq-\frac{\pi^2(kT)^2}{3(h\nu-\Phi)} . \tag{2}$$

Fitting $F$ itself removes this error. For synthetic data from an ideal model of a germanium contact at 200 K, with $\Phi=0.55$ eV and photon energies of 0.56–0.66 eV, the line misses by $-19$ meV and the Fowler fit by $-0.3$ meV.

## What the square-root plot assumes

Measure the electron energy $\varepsilon$ from the metal Fermi level, which lies $E_F$ above the bottom of a free-electron band of mass $m$. $\Phi$ is the top of the barrier on the same scale. Assume that photoexcited electrons move in all directions with equal probability, reach the interface without loss, conserve tangential momentum, and are transmitted whenever they have enough energy to pass over the barrier.

Take first a semiconductor valley centred at zero tangential wavevector, with tangential mass $m_t$. An electron with tangential wavevector $k_t$ passes if $\hbar^2k_t^2/2m_t<\varepsilon-\Phi$. In the metal $k_t=K\sin\theta$ with $K^2=2m(E_F+\varepsilon)/\hbar^2$, so

$$\sin^2\theta<\frac{m_t}{m}\,\frac{\varepsilon-\Phi}{E_F+\varepsilon}.$$

A cone of half-angle $\theta_m$ holds a fraction $(1-\cos\theta_m)/2$ of all directions. Hence

$$P(\varepsilon)=\frac12\left[1-\sqrt{1-\frac{m_t}{m}\frac{\varepsilon-\Phi}{E_F+\varepsilon}}\right]\simeq C(\varepsilon-\Phi),\qquad C=\frac{m_t}{4m(E_F+\Phi)} .$$

The last form uses $\sqrt{1-s}\simeq1-s/2$ and replaces $E_F+\varepsilon$ by $E_F+\Phi$; both need $\varepsilon-\Phi\ll E_F+\Phi$.

At $T=0$, with a flat joint density of states, the excited electrons fill the interval $0<\varepsilon<h\nu$ uniformly. Then

$$Y=\frac1{h\nu}\int_\Phi^{h\nu}C(\varepsilon-\Phi)\,d\varepsilon=\frac{C(h\nu-\Phi)^2}{2h\nu},$$

and $\sqrt{h\nu Y}$ is a straight line that vanishes at $\Phi$. This is the whole basis of the plot.

## What temperature changes

At finite $T$ the initial state at $\varepsilon-h\nu$ is occupied with probability $f(\varepsilon-h\nu)$ and the final state is empty with probability $1-f(\varepsilon)$, where $f(\varepsilon)=1/(e^{\varepsilon/kT}+1)$. The yield is the average of $P$ with weight $f(\varepsilon-h\nu)[1-f(\varepsilon)]$.

To normalise the weight, write $f_1=f(\varepsilon-h\nu)$ and $f_2=f(\varepsilon)$. Since $f_2/(1-f_2)=e^{-\varepsilon/kT}$ and $(1-f_1)/f_1=e^{(\varepsilon-h\nu)/kT}$, we have $f_2(1-f_1)=e^{-h\nu/kT}f_1(1-f_2)$. Therefore

$$f_1-f_2=f_1(1-f_2)-f_2(1-f_1)=\left(1-e^{-h\nu/kT}\right)f_1(1-f_2).$$

The integral of $f_1-f_2$ over energy is $h\nu$, the shift between two identical steps. The normalisation is thus $h\nu/(1-e^{-h\nu/kT})$, which is $h\nu$ for $h\nu\gg kT$. In the numerator $\varepsilon\ge\Phi\gg kT$, so $1-f_2\simeq1$. With $y=(\varepsilon-\Phi)/kT$,

$$h\nu Y=C(kT)^2\int_0^\infty\frac{y\,dy}{1+e^{y-x}} .$$

Because $\frac{d}{dy}\ln(1+e^{x-y})=-1/(1+e^{y-x})$, integration by parts turns this integral into $F(x)$; the boundary terms vanish at $y=0$ and $y\to\infty$. This is equation (1).

Substituting $t=x-y$ gives $F(x)=\int_{-\infty}^x\ln(1+e^t)\,dt$, and so

$$F'=\ln(1+e^x),\qquad F''=\frac1{1+e^{-x}},\qquad F'''=F''(1-F'').$$

For $x\le0$, expanding the logarithm and integrating term by term gives $F=\sum_{n\ge1}(-1)^{n+1}e^{nx}/n^2$, hence $F(0)=\pi^2/12$. For $x>0$, note that $\frac{d}{dx}[F(x)+F(-x)]=\ln(1+e^x)-\ln(1+e^{-x})=x$. Integrating from zero,

$$F(x)=\frac{x^2}2+\frac{\pi^2}6-F(-x).$$

The term $x^2/2$ is the zero-temperature law. The constant $\pi^2/6$ is what the straight line leaves out; it persists however far above threshold one measures, although its relative weight falls. Below threshold the yield has an exponential tail instead of vanishing.

## Why the line errs downward

Let $g=\sqrt F$. Differentiating twice,

$$g''=\frac{2FF''-F'^2}{4F^{3/2}},\qquad \left(2FF''-F'^2\right)'=2FF'''>0 .$$

The bracket $2FF''-F'^2$ tends to zero as $x\to-\infty$ and then increases, so it is positive and $g$ is strictly convex. As $x\to\infty$, $g$ approaches $x/\sqrt2$, a line that passes through the true threshold $x=0$. Convexity makes $g'$ rise towards $1/\sqrt2$ from below. The difference $g-x/\sqrt2$ therefore decreases to zero, which means that it is positive everywhere.

Now fit a line with positive weights $w_i$ to noiseless points $(x_i,g_i)$. Its slope is

$$s=\frac{\sum_{i<j}w_iw_j(x_i-x_j)(g_i-g_j)}{\sum_{i<j}w_iw_j(x_i-x_j)^2},$$

a weighted mean of chord slopes, so $0<s<1/\sqrt2$. The line passes through the weighted means $(\bar x,\bar g)$ and reaches zero at $x_0=\bar x-\bar g/s$. If $\bar x>0$, then $\bar g>\bar x/\sqrt2>s\bar x$ and $x_0<0$. If $\bar x\le0$, then $x_0<0$ because $\bar g/s>0$. For data that obey (1), no choice of positive weights or window cures the bias.

Its size is simplest for a tangent at $x$:

$$\frac{\Delta\Phi}{kT}=x-\frac{g}{g'}=x-\frac{2F}{F'} .$$

For large $x$, $F\simeq x^2/2+\pi^2/6$ and $F'\simeq x$, which gives $-\pi^2/(3x)$, that is, equation (2). At threshold the bias is $-2.37\,kT$; at $x=4$ it is $-0.79\,kT$ and at $x=10$ it is $-0.33\,kT$. Far below threshold $F\simeq F'\simeq e^x$ and the bias tends to $x-2$: the tangent then follows the measuring point and says nothing about $\Phi$.

For a whole window with $u=h\nu-\Phi\gg kT$, expand $\sqrt{2F}\,kT\simeq u+\beta/u$ with $\beta=\pi^2(kT)^2/6$. Let bars and angle brackets denote equal-weight means. The covariance of $u$ and $1/u$ is $1-\bar u\langle1/u\rangle$, so the fitted slope is $1-\beta B$ with $B=(\bar u\langle1/u\rangle-1)/\mathrm{var}\,u$. To first order in $\beta$ the intercept is

$$\Delta\Phi=\bar u-\frac{\bar u+\beta\langle1/u\rangle}{1-\beta B}\simeq-\frac{\pi^2(kT)^2}6\left[\left\langle\frac1u\right\rangle+\bar uB\right].$$

At 20 K, with nine equally spaced values of $u$ from 0.03 to 0.11 eV, this gives $-0.1759$ meV, against $-0.1758$ meV for the line fitted to the full $F$. The formula should not be used when the window reaches down to $u\sim kT$.

There is a second, non-thermal error if $\sqrt Y$ is plotted without the factor $h\nu$. At $T=0$, $\sqrt Y\propto u/\sqrt{h\nu}$ has logarithmic slope $1/u-1/(2h\nu)$, and its tangent reaches zero at a distance from $\Phi$ of

$$u-\frac{2h\nu\,u}{2h\nu-u}=-\frac{u^2}{2h\nu-u}=-\frac{u^2}{h\nu+\Phi}.$$

This error grows with $u$, whereas the thermal one shrinks, so moving to higher photon energy does not repair a plot of $\sqrt Y$.

## The fit that replaces the line

Since the curvature of the plot is known, it can be fitted. Take $T$ from a thermometer and fit

$$\ln(h\nu_iY_i)=a+\ln F\!\left(\frac{h\nu_i-\Phi}{kT}\right),\qquad a=\ln\left[C(kT)^2\right].$$

The logarithm suits noise that is a constant fraction of the signal. The best $a$ for a given $\Phi$ is the mean of $\ln(h\nu_iY_i)-\ln F(x_i)$, so $a$ is eliminated by subtracting means. Let $r_i$ be the centred residuals and $L=F'/F$. Changing $\Phi$ by $\delta$ changes $\ln F(x_i)$ by $-L_i\delta/kT$, and the residuals become $r_i+(L_i-\bar L)\delta/kT$. Setting the derivative of their sum of squares to zero gives the Gauss–Newton step

$$\delta=-kT\,\frac{\sum_i(L_i-\bar L)\,r_i}{\sum_i(L_i-\bar L)^2}. \tag{3}$$

The procedure is:

1. Start from the intercept of the $\sqrt{h\nu Y}$ line.
2. Compute $x_i$, $F$, $L$ and the centred residuals.
3. Take the step (3), halving it while it raises the sum of squares.
4. Repeat until the step is negligible, then obtain $C$ from $a$.

The threshold is identifiable because $L$ varies with energy. To show that it falls strictly, let $h>0$ vanish at $-\infty$ with $h'/h$ decreasing, and let $H(x)=\int_{-\infty}^xh\,dt$. For $t<x$, $h'(x)/h(x)<h'(t)/h(t)$. Multiplying by $h(t)$ and integrating over $t$ gives $h'H/h<h$, so $(h/H)'=(h'H-h^2)/H^2<0$. Start with $h=F''$, for which $h'/h=1-F''$ decreases. The argument shows that $F''/F'$ decreases, and a second use shows that $F'/F=L$ does.

If two thresholds differing by $d\,kT$ both fitted exact data, $\ln F(x)-\ln F(x-d)$ would take the same value at two energies. Its derivative $L(x)-L(x-d)$ has one sign, so this is impossible. Two distinct energies therefore fix $\Phi$ and $C$ for noiseless data at known $T$.

With noise the margin matters. For independent relative errors $s$, equation (3) is linear in the errors and gives the standard error

$$\sigma_\Phi=\frac{kT\,s}{\sqrt{\sum_i(L_i-\bar L)^2}} .$$

Far below threshold $L\to1$ at every point and the denominator vanishes: the data there determine the product $Ce^{-\Phi/kT}$ and not its factors. Far above threshold $L\simeq2/x$ also varies slowly, so a window of fixed width again fixes $\Phi$ poorly. With noisy data the window should therefore include energies within a few $kT$ of the threshold.

## A germanium contact at 200 K

Consider a metal on n-type germanium with a (111) surface, where one conduction valley lies at zero tangential wavevector. Rough parameters are $\Phi=0.55$ eV, $E_F=5$ eV and $m_t=0.08\,m$. Germanium matters here because its own absorption, starting near 0.67 eV at this temperature, masks the photoemission signal. The eleven photon energies run from 0.56 to 0.66 eV, and $kT=17.235$ meV, so $x$ runs from 0.58 to 6.38.

The amplitude is $C=0.08/(4\times5.55)=3.604\times10^{-3}$ eV$^{-1}$. At $h\nu=0.61$ eV, $x=60/17.235=3.481$ and $F=7.674$, so equation (1) gives

$$Y=\frac{3.604\times10^{-3}\times(0.017235)^2\times7.674}{0.61}=1.35\times10^{-5}.$$

The synthetic data come from the unexpanded cone $P(\varepsilon)$ and both Fermi factors, which give $1.333\times10^{-5}$, about 1% less. The fit is thus applied to data that its function does not reproduce perfectly. The thresholds recovered are:

| Method | $\Phi$ (eV) | Error (meV) |
|---|---|---|
| Fowler fit | 0.5497 | −0.27 |
| $\sqrt{h\nu Y}$ line, all points | 0.5309 | −19.1 |
| $\sqrt{h\nu Y}$ line, 0.61–0.66 eV | 0.5378 | −12.2 |
| $\sqrt{Y}$ line, all points | 0.5262 | −23.8 |

Dropping the curved foot of the plot removes about a third of the bias. Equation (2) at the centre of the upper window, $u=85$ meV, gives $-11.5$ meV, close to the fitted $-12.2$ meV. For the thermal term (2) alone to fall to 1 meV at 200 K, $u$ would have to be 0.98 eV, far beyond the germanium window and beyond the range of the linearised cone. With the unexpanded cone the tangent bias is smallest in size, about $-7$ meV, near $u=0.2$ eV, and grows again at higher energy. Cooling helps: for the same $\Phi$ and photon energies, pure Fowler data give line biases of $-18.9$ meV at 200 K, $-12.1$ meV at 150 K and $-6.2$ meV at 100 K. The fall from 200 K to 100 K is a factor of 3.0 and not the 4 of a $T^2$ law, because the lowest points do not satisfy $u\gg kT$.

With 2% independent noise on each point, 1000 simulated data sets give a Fowler mean of 0.5497 eV with standard deviation 0.65 meV; the formula predicts 0.66 meV. The line gives 0.5309 eV with standard deviation 0.56 meV. It is slightly more repeatable, and its bias is 34 times its scatter, so repeated measurement would not reveal the error.

## What still moves the fitted threshold

A small neglected term $\rho_i$ in $\ln(h\nu_iY_i)$ acts as a residual in (3). If $\rho$ falls with energy, as $L$ does, the fitted threshold moves down; if it rises, up. The cone gives an example: its factor $1/(E_F+\varepsilon)$ falls with energy, and the shift is $-0.27$ meV.

**Barrier spread.** If $\Phi$ varies over the contact with standard deviation $\sigma$, averaging $F$ adds, to second order, $\tfrac12(\sigma/kT)^2F''$. Then $\rho\propto F''/F=(F''/F')(F'/F)$, a product of decreasing functions, so the shift is downward. For a Gaussian spread of 20 meV, averaged in full, it is $-8.9$ meV. Apart from the image-force lowering, this is the largest shift among those sized here; reflection at the interface, which is not sized, can be of similar magnitude and opposite sign.

**Image force.** In a field $\mathcal E$ the potential energy at distance $z$ from the metal is $-e\mathcal Ez-e^2/(16\pi\epsilon z)$. Its maximum is at $z_m=\sqrt{e/(16\pi\epsilon\mathcal E)}$, where the two terms are equal, and lies $2e\mathcal Ez_m=e\sqrt{e\mathcal E/4\pi\epsilon}$ below the zero-field barrier. For 0.03 MV/cm and relative permittivity 16, $z_m=2.7$ nm and the lowering is 16.4 meV. The fitted $\Phi$ is the lowered barrier; the zero-field value is higher by this amount.

**Tunnelling.** Near its top the barrier is an inverted parabola of curvature $2e\mathcal E/z_m$. For normal mass $m_n$, $\omega=\sqrt{2e\mathcal E/(z_mm_n)}$, and the WKB exponent at depth $\eta$ is $(2/\hbar)$ times the half-ellipse area $\pi\eta/\omega$, or $2\pi\eta/\hbar\omega$. Emission is thus smeared over a width $\hbar\omega/2\pi$. With transmission $1/(1+e^{-2\pi E/\hbar\omega})$ at normal energy $E$ above the top, the shift in this parabolic model is $-0.2$ meV for $m_n=1.6\,m$, the normal valley, and $-3.7$ meV for $m_n=0.089\,m$, the inclined valleys. These numbers do not give the net shift in a real contact. The natural length of the parabola, $\sqrt{\hbar/m_n\omega}$, is 2.2 nm for the heavy mass and 4.4 nm for the light one, while the metal is only $z_m=2.7$ nm from the barrier top. The electron wave therefore also feels the metal interface, which the parabola leaves out. Reflection there that weakens with energy moves the threshold up and can outweigh the tunnelling, so even the sign of the net shift is left open here.

**Other valleys.** The three inclined valleys accept electrons in an ellipse of tangential wavevectors whose area is also proportional to $\varepsilon-\Phi$. They therefore change $C$ and leave the law (1) intact at leading order. Each valley is matched by metal electrons at two tangential positions that differ by a surface reciprocal vector and share one outgoing channel, so one ellipse is counted per valley. With unit transmission into that channel the three valleys raise the yield at 0.61 eV by a factor of 20.5, while the threshold error becomes $+0.15$ meV. The amplitude is thus a poor measure of the masses, and the lighter tunnelling mass is the relevant one if these valleys do contribute. A $\Gamma$ valley 0.14 eV higher, with mass $0.04\,m$, added to the normal valley alone, shifts the threshold by $+0.1$ meV.

**Temperature.** If the sample is 5 K warmer than the fit assumes, the shift is $-1.2$ meV.

The barrier and masses are typical in size for contacts to n-type germanium, where barriers of roughly 0.5–0.6 eV are common; the field is that of a donor density near $10^{16}$ cm$^{-3}$ at zero bias. Real contacts break the assumption of a uniform barrier, and a 20 meV spread alone costs about half as much as the line's thermal bias. They also scatter hot electrons in the metal and in the few nanometres before the barrier top, and reflect some of them quantum mechanically. An energy-independent loss enters $C$ only; an energy-dependent one shifts $\Phi$ according to (3), by an amount not estimated here. A sub-meV statistical error is therefore not a sub-meV barrier height. Fits at several temperatures, with the thermometer reading imposed, offer a check: under (1) with a fixed barrier they agree, while the line's intercept drifts. A real barrier may itself change with temperature, so a drift of the Fowler threshold does not by itself identify the cause. Nor does near-agreement exclude a barrier spread: for a 20 meV spread the shift changes only from $-10.7$ meV at 100 K to $-8.9$ meV at 200 K.

The numerical output below lists the yields of the synthetic data and the shifts of the fitted threshold.

## Calculated quantities

```
temperature 200 K, kT = 17.235 meV
rough inputs: Phi 0.55 eV, EF 5.0 eV, mt 0.08 m, ml 1.6 m
leading amplitude C = 3.60360e-03 1/eV
photon eV |   x    |  F(x)   | yield per absorbed photon
  0.56    |  0.580 |  1.3169 | 2.4997e-06
  0.57    |  1.160 |  2.0265 | 3.7776e-06
  0.58    |  1.741 |  2.9917 | 5.4776e-06
  0.59    |  2.321 |  4.2424 | 7.6311e-06
  0.60    |  2.901 |  5.7990 | 1.0250e-05
  0.61    |  3.481 |  7.6743 | 1.3332e-05
  0.62    |  4.062 |  9.8760 | 1.6865e-05
  0.63    |  4.642 | 12.4085 | 2.0835e-05
  0.64    |  5.222 | 15.2744 | 2.5222e-05
  0.65    |  5.802 | 18.4750 | 3.0009e-05
  0.66    |  6.382 | 22.0113 | 3.5176e-05
Fowler fit: Phi = 0.54973 eV in 5 iterations
Fowler fit: error -0.266 meV (cone curvature)
Fowler fit: amplitude C = 3.53956e-03 1/eV
sqrt(h nu Y) line, all points: Phi = 0.53087 eV
  its bias -19.13 meV
sqrt(h nu Y) line, 6 upper points: 0.53778 eV
  its bias -12.22 meV
sqrt(Y) line, all points: Phi = 0.52622 eV
  its bias -23.78 meV
T=0 tangent of sqrt(Y) at 0.63 eV: shift -5.42 meV
tangent bias at x= 0.0: -2.3731 kT
tangent bias at x= 2.0: -1.3042 kT
tangent bias at x= 4.0: -0.7916 kT
tangent bias at x= 6.0: -0.5448 kT
tangent bias at x=10.0: -0.3289 kT
same window, pure Fowler law, 100 K: bias -6.23 meV
same window, pure Fowler law, 150 K: bias -12.07 meV
same window, pure Fowler law, 200 K: bias -18.91 meV
20 K, u = 0.03-0.11 eV: line bias -0.1758 meV, formula -0.1759 meV
h nu - Phi for 1 meV tangent bias at 200 K: 0.977 eV
noise 2%: Fowler mean 0.54974 eV, sd 0.654 meV
  sd from formula 0.662 meV
  sqrt line mean 0.53087 eV, sd 0.555 meV
neglected effects (shift of Fowler-fitted threshold):
inclined L valleys: yield x 20.51 at 0.61 eV, shift 0.15 meV
Gamma valley 0.14 eV higher, mass 0.04 m: 0.097 meV (linear formula 0.097)
image force at 0.03 MV/cm, permittivity 16: lowering 16.43 meV, top at 2.74 nm
tunnelling, normal mass 0.0894 m: width 6.88 meV, shift -3.68 meV
tunnelling, normal mass 1.6 m: width 1.63 meV, shift -0.22 meV
WKB exponent one width below top: 1.075 (parabola 1)
barrier spread 20 meV: shift -8.88 meV
sample 5 K warmer than assumed: shift -1.17 meV
```
